# Bias Splitting of the Soft Mode in an Isotropic Quartic Paraelectric

**Q.** You say that a static field splits the soft transverse-optic mode of a paraelectric. What is the model, and why are there two equal frequencies to begin with?

**A.** Let \(\mathbf P\) be the polarization carried by the soft lattice mode and \(\mathbf E\) the macroscopic field inside the material. The free-energy density, in SI units, is

\[
F=\frac a2\,\mathbf P\cdot\mathbf P+\frac b4(\mathbf P\cdot\mathbf P)^2-\mathbf E\cdot\mathbf P,\qquad a>0,\quad b>0 .
\]

With \(a>0\) there is no polarization without a field. The coefficients are effective values at the stated temperature. The mode has inertia \(\mu\) and moves according to

\[
\mu\,\ddot{\mathbf P}=-\frac{\partial F}{\partial\mathbf P}.
\]

Damping is left out for now. At zero field a small displacement \(\mathbf p\) obeys \(\mu\ddot{\mathbf p}=-a\mathbf p\), whatever its direction. A wave with wavevector \(\mathbf q\) has two independent polarizations perpendicular to \(\mathbf q\), and both have \(\omega_0^2=a/\mu\). The third polarization, along \(\mathbf q\), creates its own electric field and is much stiffer.

I assume wavelengths long enough that the stiffness does not depend on \(q\), yet short enough for electrostatics. Because the soft mode responds so strongly, being shorter than the wavelength \(\lambda_0\) of light in vacuum at the same frequency is not enough. The wavelength must be much less than \(\lambda_0/\sqrt{\chi_0}\), where \(\chi_0=1/(\varepsilon_0a)\) is the zero-field susceptibility of the mode, assumed large.

**Q.** Now apply a static field. Does the polarization simply follow it?

**A.** In direction yes, in size no. Since \(\partial(\mathbf P\cdot\mathbf P)^2/\partial\mathbf P=4P^2\mathbf P\), equilibrium requires

\[
(a+bP^2)\mathbf P=\mathbf E .
\]

The bracket is positive, so \(\mathbf P\) is parallel to \(\mathbf E\), and the magnitudes satisfy

\[
E=aP+bP^3 .
\]

The right side rises steadily with \(P\), so there is one solution. To find it, set

\[
y=P\sqrt{b/a},\qquad E_0=\frac{a^{3/2}}{b^{1/2}},\qquad e=\frac E{E_0}.
\]

Both terms then carry the factor \(E_0\), leaving \(y+y^3=e\). Try \(y=(2/\sqrt3)\sinh u\):

\[
y+y^3=\frac{2}{3\sqrt3}\left(3\sinh u+4\sinh^3u\right)=\frac{2}{3\sqrt3}\sinh 3u .
\]

Equating this to \(e\) gives

\[
y=\frac2{\sqrt3}\sinh\!\left[\frac13\,\mathrm{arsinh}\!\left(\frac{3\sqrt3}{2}e\right)\right].
\]

**Q.** The material is isotropic. Why should its stiffness depend on direction?

**A.** The energy function is isotropic, but the equilibrium is not, because the bias has chosen an axis. Write the polarization as \(\mathbf P+\mathbf p\), with \(\mathbf p\) small. Then

\[
|\mathbf P+\mathbf p|^2=P^2+2\mathbf P\cdot\mathbf p+p^2 .
\]

Squaring and keeping second-order terms gives \(4(\mathbf P\cdot\mathbf p)^2+2P^2p^2\). The first-order terms cancel against the field at equilibrium. The second-order energy is therefore

\[
F_2=\frac12(a+bP^2)p^2+b(\mathbf P\cdot\mathbf p)^2
=\frac12\sum_{ij}H_{ij}p_ip_j,
\]

\[
H_{ij}=(a+bP^2)\delta_{ij}+2bP_iP_j .
\]

For \(\mathbf p\) perpendicular to the bias the last term vanishes. For \(\mathbf p\) along the bias it adds \(2bP^2\). The two stiffnesses are

\[
S_\perp=a+bP^2,\qquad S_\parallel=a+3bP^2 .
\]

A perpendicular displacement mostly turns the polarization, while a parallel one changes its length and meets the full slope of the nonlinear restoring force.

**Q.** Can you get that without trusting the expansion?

**A.** Yes, from rotation alone. Let the energy before the field term be any smooth function \(\Phi(P)\) of the length, so that \(E=\Phi'(P)\). A perpendicular displacement lengthens the vector by \(p^2/(2P)\) at second order. The energy rises by \(\Phi'(P)p^2/(2P)\), and the field term does not change. Hence \(S_\perp=\Phi'/P=E/P\). A parallel displacement gives \(S_\parallel=\Phi''=dE/dP\). With \(E=aP+bP^3\), these are the two stiffnesses above.

**Q.** Here is my main objection. You call one of these motions parallel. Is that not the longitudinal mode, which you have just excluded?

**A.** "Longitudinal" refers to \(\mathbf q\), while "parallel" refers to the bias. If \(\mathbf q\) is perpendicular to the bias, motion along the bias is transverse. If \(\mathbf q\) lies along the bias, both transverse motions are perpendicular to the bias and do not split. The direction of \(\mathbf q\) must therefore be stated.

For a plane wave, the bound charge density is \(-\nabla\cdot\mathbf p\). Let \(\varepsilon_b\) be the relative permittivity of everything except the soft mode. Gauss's law with a field along \(\hat{\mathbf q}\) gives

\[
\mathbf E_{\rm wave}=-\frac{\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf p)}{\varepsilon_0\varepsilon_b}.
\]

This field opposes the displacement, so it adds \(L\,\hat q_i\hat q_j\) to \(H_{ij}\), with \(L=1/(\varepsilon_0\varepsilon_b)\). Put the bias along \(z\) and let \(\theta\) be the angle between \(\mathbf q\) and the bias:

\[
\hat{\mathbf q}=(\sin\theta,0,\cos\theta),\quad
\hat{\mathbf t}_1=(0,1,0),\quad
\hat{\mathbf t}_2=(\cos\theta,0,-\sin\theta).
\]

The motion along \(\hat{\mathbf t}_1\) has stiffness \(S_\perp\). The motion along \(\hat{\mathbf t}_2\) has a component \(-\sin\theta\) along the bias, so

\[
S_\theta=a+bP^2(1+2\sin^2\theta).
\]

**Q.** But \(\hat{\mathbf t}_2\) and \(\hat{\mathbf q}\) are coupled at an oblique angle. You have dropped that.

**A.** The coupling is \(V=-2bP^2\sin\theta\cos\theta=-bP^2\sin2\theta\). The longitudinal stiffness is \(L+a+bP^2(1+2\cos^2\theta)\), which exceeds \(S_\theta\) by

\[
G=L+2bP^2\cos2\theta .
\]

Let the lower eigenvalue be \(S_\theta-\delta\). The two-by-two determinant gives \(\delta(G+\delta)=V^2\). For \(G>0\) this means

\[
0\le\delta\le\frac{(bP^2\sin2\theta)^2}{L+2bP^2\cos2\theta}.
\]

At \(\theta=90^\circ\) the coupling is zero and the two stiffnesses need no correction within this model.

**Q.** Then take \(\theta=90^\circ\). What does the frequency ratio do as the field grows?

**A.** Both motions have the same inertia, so with \(R=\omega_\parallel/\omega_\perp\),

\[
R^2=\frac{a+3bP^2}{a+bP^2}=\frac{1+3y^2}{1+y^2}
=3-\frac{2}{1+y^2}.
\]

As \(E\) grows, \(y\) grows, the subtracted term shrinks, and \(R\) rises steadily from 1 towards

\[
\lim_{E\to\infty}R=\sqrt3 .
\]

The 3 is the exponent in \(E\simeq bP^3\): the slope \(dE/dP=3bP^2\) is three times the ratio \(E/P=bP^2\). For another fixed angle, the same division gives a ratio near \(\sqrt{1+2\sin^2\theta}\) when \(bP^2\) is much larger than \(a\) but still much smaller than \(L\), so that the coupling to the longitudinal mode stays negligible. With the film values used below, \(L\) is only about \(60a\), so this window is barely open and the ratio stays somewhat lower.

**Q.** How fast is the limit approached, and what happens at weak field?

**A.** At weak field \(y\simeq e\). The frequencies are \(\omega_\parallel\simeq\omega_0(1+3e^2/2)\) and \(\omega_\perp\simeq\omega_0(1+e^2/2)\), so

\[
R\simeq1+e^2,\qquad
\omega_\parallel-\omega_\perp\simeq\omega_0\frac{bE^2}{a^3}.
\]

At strong field \(y^2\simeq e^{2/3}\). Taking the square root of \(R^2=3[1-(2/3)/(1+y^2)]\) gives

\[
R\simeq\sqrt3\left(1-\frac13e^{-2/3}\right).
\]

This is a slow approach. The ratio saturates, but the splitting does not: both frequencies grow as \(E^{1/3}\), and their difference tends to \((\sqrt3-1)\omega_0e^{1/3}\). A useful point between the limits is \(y=1\), where \(e=2\) and \(R=\sqrt2\).

**Q.** Does a capacitor measurement see any of this?

**A.** It sees one half of it. A small extra field \(\delta E\) produces \(\delta P=\delta E/S\), so the soft-mode susceptibility is \(\chi=1/(\varepsilon_0S)\). A capacitor whose test signal lies along the bias measures \(\chi_\parallel\), the more strongly reduced one. A small field across the bias would measure \(\chi_\perp\), and \(\chi_\perp/\chi_\parallel=R^2\). This holds for the soft-mode part, not for the total permittivity, which also contains the background. It also assumes a rigid lattice: a slow measurement lets the electrostrictive strain follow the polarization, while a terahertz vibration sees that strain frozen, so in a real crystal the two ratios differ somewhat.

**Q.** Give me numbers for a film that someone might put in a gate stack or a capacitor.

**A.** Take a 10 nm film with rough values in the regime of strontium titanate: Curie constant \(C=8\times10^4\) K, Curie temperature \(T_0=35\) K, \(b=8\times10^9\ \mathrm{V\,m^5/C^3}\), and a zero-bias soft mode at \(90\ \mathrm{cm^{-1}}\). At 300 K the Curie–Weiss law gives

\[
a=\frac{T-T_0}{\varepsilon_0C}=3.74\times10^8\ \mathrm{V\,m/C},
\]

a soft-mode susceptibility of 302, and \(E_0=0.809\) MV/cm. An internal field of 1 MV/cm, or 1 V across an ideal film, means \(e=1/0.809=1.236\). The cubic gives \(y=0.773\), hence \(y^2=0.598\) and \(P=y\sqrt{a/b}=16.7\ \mathrm{\mu C/cm^2}\). Then

\[
\omega_\parallel:\ 90\sqrt{1+3(0.598)}\simeq150\ \mathrm{cm^{-1}},
\]

\[
\omega_\perp:\ 90\sqrt{1+0.598}\simeq114\ \mathrm{cm^{-1}}.
\]

These are 4.5 and 3.4 THz. The splitting, taken from the unrounded frequencies, is \(37\ \mathrm{cm^{-1}}\) and \(R=1.32\). The susceptibility falls from 302 to 108 along the bias and to 189 across it.

**Q.** That is far from 1.73. Can the film get there?

**A.** Not at room temperature with these parameters. To come within 5% of the limit we need \(R^2=3(0.95)^2=2.71\). Solving the ratio formula for \(y^2\),

\[
y^2=\frac{R^2-1}{3-R^2}=5.84,\qquad e=y(1+y^2)=16.5,
\]

which is 13.4 MV/cm. The polarization there, 52 \(\mathrm{\mu C/cm^2}\), is beyond the range where the quartic form can be trusted; with the trial sixth-order term introduced below, the same ratio is reached at 3.5 MV/cm. A rough breakdown field for such a film is 2 MV/cm, where the model gives \(R=1.45\). Even at a hypothetical 100 MV/cm it gives 1.71.

Cooling helps because \(E_0\propto a^{3/2}\). With \(b\) held fixed, at 120 K the ratio at 1 MV/cm is 1.58, and the 5% criterion falls to 2.4 MV/cm, slightly above that rough breakdown field. This comparison is fragile: the same trial sixth-order term would bring the field down to 1.0 MV/cm. Warming to an operating temperature of 358 K lowers the ratio at 1 MV/cm to 1.26.

**Q.** You have treated the film as a piece of bulk. Where does its thickness enter?

**A.** Through the electrodes, for one. Imperfect screening or a poor interfacial layer acts like a capacitance \(C_i\) per area in series with the film. Neglecting the small background charge, the voltage is \(V=Ed+P/C_i\). Divide by the thickness \(d\) and insert \(E(P)\):

\[
\frac Vd=\left(a+\frac1{C_id}\right)P+bP^3 .
\]

At fixed voltage, uniform motion normal to the film has the extra stiffness \(1/(C_id)\). Uniform in-plane motion puts no charge on the electrodes and has none. With \(g=1/(aC_id)\),

\[
R^2=\frac{1+g+3y^2}{1+y^2}=3+\frac{g-2}{1+y^2}.
\]

The pair is now split even at zero bias, by \(R=\sqrt{1+g}\). The strong-field limit is unchanged, although for \(g>2\) it is approached from above.

For a rough \(C_i=100\ \mathrm{\mu F/cm^2}\) and \(d=10\) nm, \(1/(C_id)=10^8\) V m/C and \(g=0.27\), so the zero-bias ratio is 1.13. With the total voltage held at 1 V, the film field drops to 0.85 MV/cm, yet \(R\) rises from 1.32 to 1.36. The added stiffness outweighs the loss of polarization.

**Q.** Strontium titanate is a crystal, not an isotropic medium. How much does that matter?

**A.** It can change the ratio noticeably. Cubic symmetry allows the extra energy

\[
\frac{(\eta-1)b}{2}\left(P_x^2P_y^2+P_y^2P_z^2+P_z^2P_x^2\right),
\]

with \(\eta=1\) for isotropy. For a bias along the cube axis \(z\), this leaves \(E(P)\) and \(S_\parallel\) unchanged. A small \(p_x\) gains the energy \((\eta-1)bP^2p_x^2/2\), so \(S_\perp=a+\eta bP^2\). The strong-field limit becomes \(\sqrt{3/\eta}\).

Two trial values illustrate the effect. At 1 MV/cm, \(\eta=0.5\) gives \(R=1.47\) with a limit of 2.45, and \(\eta=1.5\) gives \(R=1.21\) with a limit of 1.41. Neither is a fit to a material.

The quartic form also has a limited range. An isotropic term \(cP^6/6\) with \(c>0\) adds \(cP^4\) to \(S_\perp\) and \(5cP^4\) to \(S_\parallel\), so at very strong field the limit moves to \(\sqrt5\). Choose \(c\) so that its force is 10% of the quartic force at \(P=16.7\ \mathrm{\mu C/cm^2}\), and solve for equilibrium again at 1 MV/cm: \(R\) becomes 1.36. The value \(\sqrt3\) thus belongs to fields where the quartic term dominates both its neighbours. At 300 K with this trial \(c\) there is hardly any such range, and the ratio passes through \(\sqrt3\) without levelling off there.

**Q.** Which of your inputs would you distrust in a real device?

**A.** The susceptibility first. A value near 300 is typical of bulk strontium titanate at room temperature, but the apparent value in a 10 nm capacitor is often much lower. The interface capacitance represents part of that loss, and its value depends on the electrodes. The isotropic assumption is the other weak point: the trial anisotropies moved the ratio from 1.32 to between 1.21 and 1.47, and a real crystal need not lie within that interval. Strain from the substrate, left out here, can split the modes before any bias is applied. Electrostriction is left out too: with typical coefficients for a free crystal and the same static \(E(P)\), the strain frozen during a vibration stiffens the parallel mode, raising the frequency ratio at 1 MV/cm to about 1.36–1.40 and its limit to about 1.8–1.9. Finally, strontium titanate has another transverse-optic mode near \(175\ \mathrm{cm^{-1}}\), which the parallel mode of this model reaches at about 1.5 MV/cm; near and above that field the two mix and a single-mode model no longer suffices. The figure 1.32 is a model result for stated inputs, not a prediction for a particular film.

**Q.** Suppose the inputs are right. Would the two lines be visible?

**A.** With a rough linewidth of \(20\ \mathrm{cm^{-1}}\), the calculated splitting equals the linewidth at 0.54 MV/cm. Well below that field the two lines would merge.

Direction matters too. At \(\theta=45^\circ\) and 1 MV/cm, diagonalizing the stiffness matrix with \(\varepsilon_b=5\) gives a ratio of only 1.17. The projected stiffness \(S_\theta\) is too high there by 0.27% of its own value, so neglecting the coupling to the longitudinal mode is harmless in this example. The value 5 counts only the electrons; the other polar modes of strontium titanate raise the background to roughly 15 at this frequency, which makes the error about 0.8% and leaves the ratio at 1.17.

**Q.** And can the film hold the field without conducting?

**A.** Take a rough electron barrier \(\phi=0.9\) eV and the free-electron mass \(m\). The image force lowers the barrier by \(e_c[e_cE/(4\pi\varepsilon_0\varepsilon_b)]^{1/2}=0.17\) eV, where \(e_c\) is the elementary charge. Thermionic emission over the remaining 0.73 eV, with the free-electron Richardson constant, gives about \(6\times10^{-6}\ \mathrm{A/cm^2}\) at 300 K. For tunnelling through the unlowered triangular barrier, the exponent is

\[
\frac2\hbar\int_0^{\phi/(e_cE)}\!\!\sqrt{2m(\phi-e_cEx)}\,dx
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar e_cE}\simeq58 .
\]

The factor \(e^{-58}\) makes tunnelling near the Fermi level negligible beside emission. Electrons thermally excited to just below the top of the lowered barrier are another matter: the barrier is thin there, and their tunnelling can carry more current than passes over the top. Quantum reflection at the interface works the other way and a lighter mass favours tunnelling, so the total is uncertain by a factor of a few. With the interface capacitance used above, 0.15 V drops at the electrodes; if half of it falls at the injecting one and lowers the barrier, emission rises roughly tenfold. Conduction through defects is not included and could be larger.

**Q.** One last doubt. At 300 K the polarization fluctuates. Does the bias not change the fluctuations, and they the stiffness?

**A.** It does. The rotation argument still gives the static stiffnesses as \(E/P\) and \(dE/dP\), but \(E(P)\) is altered. For a classical estimate, add to the free energy

\[
\frac{k_BT}{2}\int\!\frac{d^3k}{(2\pi)^3}
\left[\ln(S_\perp+a\xi^2k^2)+\ln(S_\theta+a\xi^2k^2)\right],
\]

where \(\theta\) is the angle between \(\mathbf k\) and the bias. I took a rough correlation length \(\xi=0.5\) nm and cut off the integral at a sphere holding one wavevector per cubic cell of side 0.39 nm. The parts proportional to \(P^2\) and \(P^4\) were subtracted, since \(a\) and \(b\) are taken as the measured low-field coefficients.

Evaluating the integral numerically and solving for \(P\) at 1 MV/cm gives \(R=[(dE/dP)/(E/P)]^{1/2}=1.35\), about 2% above 1.32. This is a lowest-order estimate with static stiffnesses. It depends strongly on the rough correlation length: \(\xi=0.3\) nm would give 1.42, and \(\xi=0.8\) nm would give 1.33. At 0.5 nm the subtracted shift of \(a\) is also slightly larger than \(a\) itself, so the expansion is not well controlled. The result shows that fluctuations can change the ratio noticeably, but it does not fix by how much.
